# Does every band have its minimum at the zone centre?

**The argument under review**

The argument runs as follows. A Bloch state with $k=0$ has the same phase in every cell. A wave without phase changes does not oscillate, so it has the least kinetic energy. Every band therefore has its minimum at the zone centre, and an electron there has a positive effective mass. The conclusion is then applied to the p bands of a metal such as fcc lead.

The first sentence is correct. The second does not follow from it, because $k$ describes only how the wave changes from one cell to the next. The orbital inside each cell may change sign, and then equal phases can produce more nodes, not fewer. The question to settle is which bands have their minimum at $k=0$, and under what conditions.

**What the Bloch sum decides**

Consider a straight chain of identical atoms along $x$, with spacing $d$. Keep one orbital $\phi$ per atom, treat orbitals on different atoms as orthogonal, and let electrons hop between nearest neighbours with real amplitude $V$. The Bloch state is

$$\psi_k=\frac{1}{\sqrt N}\sum_n e^{iknd}\,\phi(x-nd).$$

An atom has one neighbour at $+d$ and one at $-d$, which contribute phases $e^{ikd}$ and $e^{-ikd}$. With on-site energy $e$,

$$E(k)=e+V\left(e^{ikd}+e^{-ikd}\right)=e+2V\cos kd .$$

At the centre $E=e+2V$; at the edge, $k=\pi/d$, $E=e-2V$. If $V<0$ the centre is the minimum, and if $V>0$ it is the maximum. The argument has assumed, without saying so, that $V$ is negative.

Could the sign of $V$ be a mere convention? Reversing every second orbital does change $V$ to $-V$, but it also multiplies the coefficients by $(-1)^n=e^{i\pi n}$, which shifts the label $k$ by $\pi/d$. The states and energies are unchanged. In the sum above each orbital is a translated copy of the first, so all p orbitals point the same way. This fixes both the meaning of $k$ and the sign of $V$.

**The signs of the hoppings**

For s orbitals at $k=0$, neighbouring orbitals meet with equal signs. The same holds for p orbitals perpendicular to the chain: upper lobe meets upper lobe, lower meets lower. This is the pp-pi arrangement. Both are bonding.

For p orbitals along the chain, the pp-sigma arrangement, the positive lobe of one atom faces the negative lobe of the next. At $k=0$ the wave then has a node at each atom and another between atoms, so it is antibonding. At $k=\pi/d$ the orbital signs alternate, facing lobes have equal signs, and the node between atoms disappears. Here the state with the larger $k$ has fewer nodes.

The overlap of two p orbitals with Gaussian radial factor $e^{-\alpha r^2}$ shows how far this picture reaches. End-on, the unnormalized orbitals are $x e^{-\alpha r^2}$ and its copy displaced by $d$. With $u=x-d/2$,

$$x^2+(x-d)^2=2u^2+\frac{d^2}{2},\qquad x(x-d)=u^2-\frac{d^2}{4}.$$

The product of the two Gaussians is therefore $e^{-\alpha d^2/2}$ times a Gaussian $e^{-2\alpha u^2}$, for which the mean of $u^2$ is $1/(4\alpha)$. The normalization integral has the same Gaussian weight and contains the mean of $x^2$, also $1/(4\alpha)$. The factors for $y$ and $z$ cancel, so

$$S_\sigma=\frac{1/(4\alpha)-d^2/4}{1/(4\alpha)}\,e^{-\alpha d^2/2}=(1-\alpha d^2)\,e^{-\alpha d^2/2}.$$

For sideways orbitals the p factor is $y$ on both atoms. It cancels against the normalization and leaves

$$S_\pi=e^{-\alpha d^2/2}.$$

At $\alpha d^2=4$ these give $S_\sigma=-3e^{-2}=-0.406$ and $S_\pi=0.135$. At $\alpha d^2=0.5$ the end-on overlap is $+0.389$: the orbitals are so close that the regions where both have the same sign outweigh the region between the atoms, where their signs are opposite. The facing-lobe picture needs $\alpha d^2>1$.

In an attractive potential the hopping tends to have the sign opposite to the overlap. This suggests $V_{ss}<0$, $V_{pp\pi}<0$ and $V_{pp\sigma}>0$ at ordinary bonding distances. It is a guide and not a proof, since the hopping also contains kinetic energy.

**A chain in which no hopping is assumed**

The signs can be tested by solving for the bands directly. Take one electron in two dimensions, in a chain of attractive Gaussian wells. Each well is 60 eV deep with width parameter 0.08 nm, the spacing is 0.35 nm, and hard walls stand 0.8 nm apart across the chain. These are round model values. The Hamiltonian is diagonalized in plane waves along the chain and standing waves across it, so the calculation contains no atomic orbitals and no hopping parameters.

Reflection across the chain axis separates the bands. The two lowest even bands are s and p-sigma; the lowest odd band is p-pi. Multiplying a computed band by $\cos kd$ and averaging over the zone gives its nearest-neighbour hopping, because $\cos^2 kd$ averages to $1/2$ and cancels the 2 in $2V\cos kd$.

- s: $E(0)=-36.444$ eV, $E(\pi/d)=-36.348$ eV, $V=-0.024$ eV.
- p-sigma: $E(0)=-15.612$ eV, $E(\pi/d)=-17.567$ eV, $V=+0.484$ eV.
- p-pi: $E(0)=-16.432$ eV, $E(\pi/d)=-16.172$ eV, $V=-0.065$ eV.

On the sampled wave numbers, the s and p-pi bands are lowest at $k=0$ and the p-sigma band is highest there. For p-sigma, $4V=1.94$ eV is close to the computed centre-to-edge difference of 1.96 eV. This agreement does not show that the band is a pure cosine, because a second-neighbour term $2V_2\cos2kd$ has the same value at centre and edge. Averaging the band with $\cos2kd$ gives $V_2=0.034$ eV, 7 per cent of $V$. Since $V_2$ is positive, its term is also largest at $k=0$ and does not move the maximum. The curvature at the centre, however, contains $V+4V_2=0.62$ eV plus smaller terms from farther neighbours, 0.67 eV in all against $V=0.48$ eV, so a mass calculated from $V$ alone would be about 40 per cent too large in magnitude for this band.

**The same chain with lead-like parameters**

Because the argument is applied to lead, the next numbers use round values of the order expected for its 6s and 6p shells. They are assumed, not derived or fitted to lead. The neighbour distance is $d=0.35$ nm, the p level is the zero of energy and the s level is at $-8$ eV. The hoppings are $V_{ss}=-0.4$, $V_{pp\sigma}=1.4$ and $V_{pp\pi}=-0.3$ eV. A single straight chain is a model, not a form of lead.

Without s-p mixing, the p-sigma band runs from $2\times1.4=2.8$ eV at the centre to $-2.8$ eV at the edge. The two p-pi bands run from $-0.6$ to $+0.6$ eV. The s band runs from $-8.8$ to $-7.2$ eV.

The claim about the mass fails with the claim about the minimum. For small $k$, $\cos kd\approx1-k^2d^2/2$, so

$$E(k)\approx e+2V-Vd^2k^2 .$$

Comparing the last term with $\hbar^2k^2/(2m^*)$ gives

$$m^*=-\frac{\hbar^2}{2Vd^2}.$$

With $\hbar^2/m_e=0.0762$ eV nm$^2$, the p-sigma mass is $-0.0762/(2\times1.4\times0.35^2)=-0.222$ in units of $m_e$. The p-pi mass is $+1.04\,m_e$ and the s mass $+0.78\,m_e$. The negative mass means that an electron near the top of the p-sigma band accelerates against the applied force.

**What could remove the peak in a chain**

*Mixing with the s band.* An s orbital couples to the $p_x$ orbitals on its right and left with opposite signs, $+V_{sp}$ and $-V_{sp}$. The Bloch coupling is

$$V_{sp}\left(e^{ikd}-e^{-ikd}\right)=2iV_{sp}\sin kd .$$

It vanishes at $k=0$ but not beside it, where the lower s band pushes the p-sigma band upward. Let $D$ be the p-sigma energy minus the s energy at $k=0$. To second order in the coupling, the push is $4V_{sp}^2\sin^2(kd)/D\approx4V_{sp}^2k^2d^2/D$. Adding it to the expansion of the band gives

$$E(k)\approx e_p+2V_{pp\sigma}-\left(V_{pp\sigma}-\frac{4V_{sp}^2}{D}\right)k^2d^2 .$$

The centre remains a local maximum if $V_{pp\sigma}>4V_{sp}^2/D$. Here $D=2.8-(-8.8)=11.6$ eV. With $V_{sp}=0.7$ eV the mixing term is $4\times0.49/11.6=0.17$ eV, far below 1.4 eV. The local peak would be lost only above $V_{sp}=2.01$ eV, with the other parameters held fixed. Below the limit, mixing makes the top flatter: here the magnitude of the mass grows by the factor $1.4/(1.4-0.17)$, about 14 per cent.

*Second neighbours.* A hopping $V_2$ over the distance $2d$ adds $2V_2\cos2kd$. If $V_2$ is positive, the p-sigma peak stays at $k=0$, because both cosines are largest there. If it is negative, the small-$k$ term becomes $-(V+4V_2)d^2k^2$, and the local peak is lost when $V_2<-V/4$.

*Overlap.* If neighbouring orbitals have overlap $S$, the norm of the Bloch state is no longer 1, and for one orbital per atom

$$E=\frac{e+2Vc}{1+2Sc},\qquad c=\cos kd .$$

By the quotient rule,

$$\frac{dE}{dc}=\frac{2V(1+2Sc)-2S(e+2Vc)}{(1+2Sc)^2}=\frac{2(V-eS)}{(1+2Sc)^2}.$$

The terms in $VSc$ cancel. As long as the norm $1+2Sc$ stays positive, the sign of $V-eS$ decides where the maximum lies. Overlap changes the shape of the band, but the band still runs in one direction from centre to edge.

**From the chain to the fcc lattice**

In a crystal the neighbours of a p orbital lie in several directions. In the fcc lattice a $p_x$ orbital has four nearest neighbours sideways and eight at 45 degrees to its axis, so a band is in general no longer purely sigma or pi. For a bond with direction cosines $l_i$, the hopping between $p_i$ and $p_j$ is

$$l_il_jV_{pp\sigma}+(\delta_{ij}-l_il_j)V_{pp\pi}.$$

Write $V_\sigma$ and $V_\pi$ for the two hoppings, $a=\sqrt2\,d$ for the cube edge, and $c_i=\cos(k_ia/2)$, $s_i=\sin(k_ia/2)$. Each atom has twelve nearest neighbours, four in each coordinate plane.

For $p_x$, the bonds in the $xy$ and $xz$ planes have $l_x^2=1/2$ and hopping $(V_\sigma+V_\pi)/2$. The bonds in the $yz$ plane have $l_x=0$ and hopping $V_\pi$. The four phases in the $xy$ plane add to $4c_xc_y$, and similarly for the other planes. Hence

$$H_{xx}=2(V_\sigma+V_\pi)c_x(c_y+c_z)+4V_\pi c_yc_z .$$

For $H_{xy}$ only the $xy$ plane contributes, with $l_xl_y=\pm1/2$. The signed phases give $(2is_x)(2is_y)=-4s_xs_y$, so

$$H_{xy}=-2(V_\sigma-V_\pi)s_xs_y .$$

The other elements follow by permuting the axes.

Along $\Gamma$–X, $k=(k,0,0)$, so $s_y=s_z=0$ and $c_y=c_z=1$. The p orbitals do not mix with each other. With $c=\cos(ka/2)$,

$$E_{\rm long}=4(V_\sigma+V_\pi)c+4V_\pi,$$
$$E_{\rm trans}=2(V_\sigma+V_\pi)(1+c)+4V_\pi c .$$

The second band is double. At $\Gamma$, $c=1$ and all three equal $4V_\sigma+8V_\pi=5.6-2.4=3.2$ eV. At X, $c=-1$; the longitudinal band has fallen to $-4(1.1)-1.2=-5.6$ eV and the transverse bands to $-4V_\pi=1.2$ eV.

The transverse bands fall too, although their orbitals are perpendicular to $k$. Their coefficient of $c$ is $2V_\sigma+6V_\pi$, which is positive when $V_\sigma>3|V_\pi|$. The ratio here is 4.67. The chain's rule that sideways p bands behave like s bands need not hold in a crystal: in this lattice a transverse orbital also has sigma character in its slanted bonds.

**A correction in the other direction**

It would be equally wrong to replace the belief by "every p band with positive $V_\sigma$ has its maximum at $\Gamma$". Take $k=(q,q,0)$, the line $\Gamma$–K, and now let $c=\cos(qa/2)$. Then

$$H_{xx}=H_{yy}=2(V_\sigma+V_\pi)(c^2+c)+4V_\pi c,$$
$$H_{xy}=-2(V_\sigma-V_\pi)(1-c^2).$$

The combination $(p_x-p_y)/\sqrt2$ has energy $H_{xx}-H_{xy}$. Collecting powers of $c$,

$$E_{\rm top}=2(V_\sigma-V_\pi)+(2V_\sigma+6V_\pi)c+4V_\pi c^2 .$$

This is the highest p branch on the line. The combination $(p_x+p_y)/\sqrt2$ lies lower by $4(V_\sigma-V_\pi)(1-c^2)$. The $p_z$ band, $4(V_\sigma+V_\pi)c+4V_\pi c^2$, lies lower by $2(V_\sigma-V_\pi)(1-c)$. Neither difference is negative.

Since $V_\pi<0$, $E_{\rm top}$ is a downward parabola in $c$. Setting its derivative to zero gives

$$c^*=\frac{V_\sigma+3V_\pi}{4|V_\pi|}=\frac{1.4-0.9}{1.2}=0.42 .$$

The centre, $c=1$, is the maximum on this line if $c^*\ge1$, that is, if $V_\sigma\ge7|V_\pi|$. The present ratio of 4.67 is too small. The top lies away from $\Gamma$ and is higher by

$$4|V_\pi|(1-c^*)^2=0.41\ \text{eV}.$$

On leaving $\Gamma$ along this line the top branch rises at first, while along $\Gamma$–X all three p bands fall. For these parameters $\Gamma$ is thus neither the maximum nor the minimum of the highest p band.

**How much of this applies to lead**

Lead is an fcc metal with a cube edge of roughly 0.5 nm, and its 6p states form partly filled bands. The distance used here is therefore realistic; the energies are assumed round values, and $V_{sp}$ in particular may be considerably larger in lead. One important omission from the p-only model is spin-orbit coupling, which is strong for 6p electrons. Taking it as $\lambda\,\mathbf L\cdot\mathbf S$ with the rough value $\lambda=1$ eV shifts the p states at $\Gamma$ by $+\lambda/2$ for $j=3/2$ and $-\lambda$ for $j=1/2$. The level at 3.2 eV becomes levels at 3.7 and 2.2 eV, a splitting of 1.5 eV.

Mixing with s is also stronger than in the chain. Along $\Gamma$–X, eight neighbours have $l_x=\pm1/\sqrt2$, and the coupling is $4\sqrt2\,iV_{sp}\sin\theta$ with $\theta=ka/2$. The s energy at $\Gamma$ is $-8-12\times0.4=-12.8$ eV, which is 16 eV below the p states. The longitudinal band is pushed up by $32V_{sp}^2\theta^2/16=0.98\,\theta^2$ eV. Its curvature $d^2E/d\theta^2$ changes from $-4.40$ to $-2.44$ eV: much weaker, but still negative. The sign depends on the rough value of $V_{sp}$: with the other parameters fixed and spin-orbit coupling left out, the curvature becomes positive above $V_{sp}=1.05$ eV. The model therefore does not establish the sign of this mass in real lead. The fall from $\Gamma$ to X is more robust, because the s-p coupling vanishes at both points.

With both effects included, the six p bands, counting spin and ordered by energy, were compared at 121 points from $\Gamma$ to X. Each has its highest energy at $\Gamma$. In pairs they go from 3.7, 3.7 and 2.2 eV at $\Gamma$ to 1.70, 0.78 and $-5.68$ eV at X. The s band rises from $-12.8$ to $-6.4$ eV, as the original argument would expect. Both statements hold for $V_{sp}=0.7$ eV and not for every value. Near $\Gamma$ the s band goes as $(1.6-2V_{sp}^2)\theta^2$ eV with $V_{sp}$ in eV, so above about $V_{sp}=0.9$ eV even the s band loses its minimum at $\Gamma$. At $V_{sp}=1.3$ eV the highest p pair rises 0.27 eV above its value at $\Gamma$ before it falls.

The off-centre top on $\Gamma$–K is much less secure. With both effects its height above $\Gamma$ drops from 0.41 to 0.07 eV. Spin-orbit coupling can raise a state by at most $\lambda/2$, and the top level at $\Gamma$ gains that full amount because the p states are degenerate there; the off-centre state can gain no more. This does not make $\Gamma$ nearly the top of the band. At the L point all $c_i=0$ and $s_i=1$, and the two transverse p states are degenerate at $2(V_\sigma-V_\pi)=3.4$ eV and do not couple to s. They too gain the full $\lambda/2$ and reach 3.9 eV, so with both effects the highest p level of the model lies at L, 0.2 eV above $\Gamma$. Both tops are sensitive to the hoppings: in the p-only model, changing $V_\pi$ from $-0.3$ to $-0.2$ eV brings the ratio to 7 and removes both. These parameters cannot decide whether real lead has such a feature. The fall of several eV in the longitudinal band is a far larger effect. The thermal energy at 300 K, 0.026 eV, is small beside it, though not negligible beside 0.07 eV.

Farther neighbours and orbital overlap are left out of the fcc numbers, and their size there has not been estimated.

**Requested revision**

The general claim should be withdrawn. For an isolated chain band with nearest-neighbour hopping, the text should give the sign of $V$ before stating where the minimum lies. For the fcc p bands, it should name the band, the direction in the zone and the ratio $V_\sigma/|V_\pi|$. It should also state the strengths assumed for s-p mixing and spin-orbit coupling, because these too can decide where the maximum lies. The positive mass assigned to every electron at $\Gamma$ should be replaced by one calculated from the curvature of the band concerned, along a stated direction. In the p-only fcc model above, the highest p branch has a negative mass at $\Gamma$ along $\Gamma$–X and a positive one along $\Gamma$–K.

## Table of computed values

```
Gaussian p overlap end-on, alpha d^2 = 4: -0.406
Gaussian p overlap sideways, alpha d^2 = 4: 0.135
Gaussian p overlap end-on, alpha d^2 = 0.5: 0.389
Wells: depth 60 eV, width 0.08 nm, spacing 0.35 nm
Wells: hard walls 0.8 nm apart across the chain
Wells s: E(0) = -36.444 eV, E(edge) = -36.348 eV, V = -0.0239 eV
Wells p-sigma: E(0) = -15.612 eV, E(edge) = -17.567 eV, V = 0.4844 eV
Wells p-pi: E(0) = -16.432 eV, E(edge) = -16.172 eV, V = -0.0650 eV
Input: d = 0.35 nm, fcc edge a = 0.495 nm
Input: s level -8.0 eV, p level 0 eV
Input: V_ss = -0.4 eV, V_sp = 0.7 eV
Input: V_pp-sigma = 1.4 eV, V_pp-pi = -0.3 eV
Input: spin-orbit constant = 1.0 eV
Chain s, unmixed: E(0) = -8.80 eV, E(edge) = -7.20 eV, mass(0) = 0.778 m_e
Chain p-sigma, unmixed: E(0) = 2.80 eV, E(edge) = -2.80 eV, mass(0) = -0.222 m_e
Chain p-pi, unmixed: E(0) = -0.60 eV, E(edge) = 0.60 eV, mass(0) = 1.037 m_e
Chain: p-sigma minus s energy at k=0: 11.60 eV
Chain: mixing term 4 V_sp^2/D = 0.169 eV
Chain: V_sp at which the local peak is lost: 2.01 eV
Chain p-sigma with mixing: E(0) = 2.80 eV, E(edge) = -2.80 eV
fcc p bands at Gamma, no spin-orbit: 3.20 eV
fcc longitudinal p band at X: -5.60 eV
fcc transverse p bands at X: 1.20 eV
fcc ratio V_pp-sigma/|V_pp-pi|: 4.67
fcc Gamma-K, p only: top above Gamma by 0.408 eV
fcc Gamma-K, p only: top at cos(qa/2) = 0.415
fcc Gamma-K, s-p and spin-orbit: rise 0.067 eV
fcc Gamma-K, s-p and spin-orbit: top at cos(qa/2) = 0.522
fcc longitudinal d2E/dtheta2 at Gamma, p only: -4.40 eV
fcc longitudinal d2E/dtheta2 at Gamma, s-p mixed: -2.44 eV
Spin-orbit splitting at Gamma: 1.50 eV
Full model p pairs at Gamma (eV): [2.2 3.7 3.7]
Full model p pairs at X (eV): [-5.68  0.78  1.7 ]
Full model s band: Gamma -12.80 eV, X -6.40 eV
Thermal energy at 300 K: 0.0259 eV
```
